# Bounded but direction-dependent local energy of a cusp-satisfying helium wave function

Suppose that the energy of helium is to be found by Monte Carlo sampling with the product function $e^{-Zr_1-Zr_2}$, in which each electron ignores the other. The quantity averaged is the local energy $E_L=H\psi/\psi$, and for this function it is $-Z^2+1/r_{12}$, as will be shown below. It grows without limit whenever two sampled electrons come close together. The probability of finding a separation between $r_{12}$ and $r_{12}+dr_{12}$ is proportional to $r_{12}^2\,dr_{12}$ at small $r_{12}$, so the average of $1/r_{12}^2$ is finite and the variance of $E_L$ exists. The average of $1/r_{12}^4$ is infinite, however, so the variance estimated from a sample has itself no finite variance. The estimated variance, and with it the error bar, still tends to the true value as the sample grows, but it cannot be given a standard error of its own, and a rare close pair of electrons makes it jump.

The factor $e^{r_{12}/2}$ removes this divergence. It does not make the local energy continuous, and a program that relies on a unique value at the nucleus will be wrong. Both facts follow from a short formula for $E_L$, which also gives the mean energy in closed form.

Hartree atomic units are used: lengths are in bohr, energies in hartree. The nucleus is a fixed point charge $Z$, relativity is left out, and the two electrons form a spin singlet, so that the spatial wave function is symmetric. Let $\mathbf r_1$ and $\mathbf r_2$ be the positions measured from the nucleus, $r_1$ and $r_2$ their lengths, and $r_{12}=|\mathbf r_1-\mathbf r_2|$. The Hamiltonian is

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+V,\qquad V=-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}},$$

and the trial function is

$$\psi=e^{J},\qquad J=-Zr_1-Zr_2+\tfrac12 r_{12}.$$

The last term makes $\psi$ larger when the electrons are far apart; a factor of this kind is called a Jastrow factor. Since $r_{12}\le r_1+r_2$, we have $\psi\le e^{-(Z-1/2)(r_1+r_2)}$, which decays in every direction if $Z>\tfrac12$. This condition is assumed throughout.

For an exponential, $\nabla_i\psi=\psi\nabla_iJ$. Taking the divergence gives $\nabla_i^2\psi=\psi\left(\nabla_i^2J+|\nabla_iJ|^2\right)$. Hence, wherever no two particles coincide,

$$E_L=-\tfrac12\sum_{i=1}^2\nabla_i^2J-\tfrac12\sum_{i=1}^2|\nabla_iJ|^2+V .$$

The Laplacians need one identity. The gradient of a distance $r$ is the unit vector $\mathbf r/r$, and its divergence is $3/r-\mathbf r\cdot\mathbf r/r^3=2/r$. So $\nabla^2r=2/r$. The distance $r_{12}$ obeys the same rule with respect to either electron, and therefore

$$\nabla_1^2J=-\frac{2Z}{r_1}+\frac1{r_{12}},\qquad \nabla_2^2J=-\frac{2Z}{r_2}+\frac1{r_{12}}.$$

Adding these and multiplying by $-\tfrac12$ gives

$$-\tfrac12\sum_i\nabla_i^2J=\frac Z{r_1}+\frac Z{r_2}-\frac1{r_{12}}=-V .$$

The whole potential cancels, at every configuration, and what is left is

$$E_L=-\tfrac12\sum_i|\nabla_iJ|^2. \tag{1}$$

The cancellation depends on the coefficients. With $J=-\alpha(r_1+r_2)+\gamma r_{12}$, the same steps leave the terms

$$\frac{\alpha-Z}{r_1}+\frac{\alpha-Z}{r_2}+\frac{1-2\gamma}{r_{12}}$$

in the local energy. They vanish for $\alpha=Z$ and $\gamma=\tfrac12$. These are the slopes demanded by the Kato cusp conditions: the kinetic energy must produce a pole that cancels each Coulomb pole. For $\alpha=Z$ and $\gamma=0$ the pole $1/r_{12}$ survives, and the gradient terms contribute $-\tfrac12(Z^2+Z^2)=-Z^2$. This is the local energy of the product function quoted at the start.

To evaluate (1), write $\hat{\mathbf r}_i=\mathbf r_i/r_i$ and $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$. Moving electron 1 along $\mathbf n$ increases $r_{12}$, and moving electron 2 along $\mathbf n$ decreases it, so

$$\nabla_1J=-Z\hat{\mathbf r}_1+\tfrac12\mathbf n,\qquad \nabla_2J=-Z\hat{\mathbf r}_2-\tfrac12\mathbf n .$$

Squaring, with all three vectors of unit length,

$$|\nabla_1J|^2=Z^2+\tfrac14-Z\,\hat{\mathbf r}_1\cdot\mathbf n,\qquad |\nabla_2J|^2=Z^2+\tfrac14+Z\,\hat{\mathbf r}_2\cdot\mathbf n .$$

Their sum, inserted in (1), gives the local energy:

$$E_L=-Z^2-\tfrac14+\tfrac Z2\,w,\qquad w=(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\mathbf n. \tag{2}$$

Only angles between unit vectors appear. Let $\theta$ be the angle between $\mathbf r_1$ and $\mathbf r_2$. Since $\mathbf r_1-\mathbf r_2=r_1\hat{\mathbf r}_1-r_2\hat{\mathbf r}_2$, expanding the scalar product gives

$$w=\frac{r_1-r_2\cos\theta-r_1\cos\theta+r_2}{r_{12}}=\frac{(r_1+r_2)(1-\cos\theta)}{r_{12}}. \tag{3}$$

This is never negative. Also, because $\mathbf n$ is a unit vector, $w\le|\hat{\mathbf r}_1-\hat{\mathbf r}_2|\le2$. Therefore

$$-Z^2-\tfrac14\;\le\;E_L\;\le\;-Z^2-\tfrac14+Z. \tag{4}$$

Both bounds are reached. Electrons at different distances on the same ray from the nucleus have $\cos\theta=1$ and $w=0$. Electrons on opposite sides have $\cos\theta=-1$ and $r_{12}=r_1+r_2$, so $w=2$. For helium, $Z=2$, the local energy lies between $-4.25$ and $-2.25$ hartree.

As an ordinary configuration, take $\mathbf r_1=(0.5,0,0)$ and $\mathbf r_2=(0,1,0)$ bohr. Then $\cos\theta=0$ and $r_{12}=\sqrt{1.25}$, so $w=1.5/\sqrt{1.25}=1.341641$. With $Z/2=1$, equation (2) gives $E_L=-4.25+1.341641=-2.908359$ hartree, the value that the program finds by differentiating $\psi$ directly.

At the triple coalescence both electrons reach the nucleus together. Multiply both positions by a common factor $\lambda>0$. The unit vectors in (2) do not change, so neither does $E_L$. Each shape of the triangle formed by the nucleus and the electrons keeps its own local energy however small the triangle becomes. For helium, three shapes give

- same ray, $r_1=2r_2$: $w=0$ and $E_L=-4.25$ hartree;
- right angle, $r_1=r_2$: $w=2/\sqrt2=\sqrt2$ and $E_L=-2.835786$ hartree;
- opposite sides, $r_1=r_2$: $w=2$ and $E_L=-2.25$ hartree.

There is thus no single limit at the triple point. The local energy is bounded there and discontinuous.

The same kind of discontinuity already occurs when one electron reaches the nucleus and the other stays away. Let $r_1\to0$ at fixed $\mathbf r_2\ne0$. Then $\mathbf n\to-\hat{\mathbf r}_2$, and

$$w\to(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot(-\hat{\mathbf r}_2)=1-\cos\theta,\qquad E_L\to-Z^2-\tfrac14+\tfrac Z2(1-\cos\theta). \tag{5}$$

For helium the limits are $-4.25$, $-3.25$ and $-2.25$ hartree for approaches at $0^\circ$, $90^\circ$ and $180^\circ$ to the direction of the other electron. An electron that passes straight through the nucleus along this line sees its local energy jump by 2 hartree.

The origin of the jump lies in the part of $\psi$ that varies as $\cos\theta$, the p wave of electron 1 about the nucleus. For small $r_1$, $r_{12}=r_2-r_1\cos\theta+O(r_1^2)$. Apart from a constant factor,

$$\psi\propto e^{-Zr_1}\left(1-\tfrac12r_1\cos\theta+O(r_1^2)\right),$$

where the terms of order $r_1^2$ in the bracket contain no p wave. Through second order, the p wave is therefore $-\tfrac12r_1\cos\theta\,(1-Zr_1)$.

To see what the Hamiltonian requires, apply it to $r_1\cos\theta\,(1+\kappa r_1)$ with $\kappa$ unknown. The function $r_1\cos\theta$ is a Cartesian coordinate and has zero Laplacian. For $r_1^2\cos\theta$, the radial part of the Laplacian gives $6\cos\theta$ and the angular part gives $-2\cos\theta$, in total $4\cos\theta$. At $r_1\to0$ the kinetic term and the nuclear attraction then contribute

$$-\tfrac12\,\kappa\,4\cos\theta-\frac Z{r_1}\,r_1\cos\theta=-(2\kappa+Z)\cos\theta .$$

In $H\psi=E\psi$ the remaining terms, namely $E\psi$, the repulsion $\psi/r_{12}$, and the kinetic energy and nuclear attraction of electron 2, have parts varying as $\cos\theta$ that are of order $r_1$ and vanish at the nucleus. Nothing can balance this contribution, so for an eigenfunction it must vanish, which requires $\kappa=-Z/2$. Our function has $\kappa=-Z$, which leaves $+Z\cos\theta$. Multiplied by the amplitude $-\tfrac12$ of the p wave, it becomes $-\tfrac Z2\cos\theta$, precisely the angular term in (5). The decay rate $Z$ is right for the s wave and too fast by a factor of two for the p wave.

This diagnosis can be checked by a repair. Multiply $\psi$ by

$$f=1-\tfrac Z4\,r_1\,(\mathbf r_1\cdot\hat{\mathbf r}_2)=1-\tfrac Z4\,r_1^2\cos\theta .$$

The p wave becomes $-\tfrac12r_1\cos\theta+\tfrac Z2r_1^2\cos\theta-\tfrac Z4r_1^2\cos\theta=-\tfrac12r_1\cos\theta\,(1-\tfrac Z2r_1)$, as required. In the local energy, $-\tfrac12\nabla_1^2f=+\tfrac Z2\cos\theta$ cancels the angular term, while the cross term $-\nabla_1f\cdot\nabla_1J$ vanishes with $r_1$, as do the terms from derivatives with respect to $\mathbf r_2$. The limit is now $-Z^2-\tfrac14+\tfrac Z2$ from every direction. For helium this is $-3.25$ hartree, and the program confirms it at all three angles. The factor $f$ serves as a local probe near $r_1=0$; it is not proposed as a global wave function. It changes sign where $r_1^2\cos\theta=4/Z$, which for helium happens already at $r_1=1.41$ bohr on the ray $\cos\theta=1$. It is not symmetric in the two electrons. Because it depends on the direction $\hat{\mathbf r}_2$, it also makes the local energy diverge as $1/r_2^2$ when electron 2 reaches the nucleus.

The meeting of the two electrons away from the nucleus is different. As $r_{12}\to0$ there, $\hat{\mathbf r}_1-\hat{\mathbf r}_2\to0$ while $\mathbf n$ keeps unit length, so $w\to0$ whatever the direction of $\mathbf n$. The local energy has the unique limit $-Z^2-\tfrac14$, or $-4.25$ hartree for helium.

The mean of $E_L$ over the probability density $\psi^2$ is

$$\langle E_L\rangle=\frac{\int\psi^2E_L\,d^3r_1\,d^3r_2}{\int\psi^2\,d^3r_1\,d^3r_2}=\frac{\int\psi H\psi\,d^3r_1\,d^3r_2}{\int\psi^2\,d^3r_1\,d^3r_2}.$$

For this to be a variational energy, the coalescences must not hide extra contributions. Surround each by a surface at a small distance $\varepsilon$. Integration by parts produces surface terms containing $\psi\nabla\psi$, which is bounded because $|\nabla_iJ|\le Z+\tfrac12$. The surface area shrinks as $\varepsilon^2$, so these terms vanish. Those at large distance vanish because $\psi$ decays. The mean is therefore an upper bound to the lowest energy in the spectrum of $H$, which for helium is the ground-state energy.

The integral is easiest in the variables $s=r_1+r_2$, $t=r_1-r_2$ and $u=r_{12}$. Integrating over the orientation of the triangle as a whole leaves $8\pi^2r_1^2r_2^2\sin\theta\,dr_1\,dr_2\,d\theta$. At fixed $r_1$ and $r_2$, differentiating $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ gives $u\,du=r_1r_2\sin\theta\,d\theta$. With $r_1r_2=(s^2-t^2)/4$ and $dr_1\,dr_2=\tfrac12\,ds\,dt$, the volume element is

$$8\pi^2\,r_1r_2\,u\,dr_1\,dr_2\,du=\pi^2u(s^2-t^2)\,ds\,dt\,du .$$

The triangle inequalities require $|t|\le u\le s$. The integrands are even in $t$, so $t$ may run from $0$ to $u$; the resulting factor of 2 and the factor $\pi^2$ cancel between numerator and denominator.

From the law of cosines,

$$1-\cos\theta=\frac{u^2-(r_1-r_2)^2}{2r_1r_2}=\frac{2(u^2-t^2)}{s^2-t^2},\qquad w=\frac{2s(u^2-t^2)}{u(s^2-t^2)},$$

where the second expression follows from (3). The denominator of $w$ cancels the volume factor. Put $a=2Z$, so that $\psi^2=e^{-as+u}$. The two integrals needed are

$$I_0=\int_0^\infty\!ds\int_0^s\!du\int_0^u\!dt\;u(s^2-t^2)\,e^{-as+u},$$

$$I_w=\int_0^\infty\!ds\int_0^s\!du\int_0^u\!dt\;2s(u^2-t^2)\,e^{-as+u},$$

and $\langle w\rangle=I_w/I_0$. The integrals over $t$ turn the polynomials into $s^2u^2-\tfrac13u^4$ and $\tfrac43su^3$. Next exchange the order of the other two integrations, so that $s$ runs from $u$ to infinity. Integration by parts gives

$$\int_u^\infty e^{-as}ds=\frac{e^{-au}}a,\qquad\int_u^\infty s\,e^{-as}ds=e^{-au}\left(\frac ua+\frac1{a^2}\right),$$

$$\int_u^\infty s^2e^{-as}ds=e^{-au}\left(\frac{u^2}a+\frac{2u}{a^2}+\frac2{a^3}\right).$$

With $b=a-1$, which is positive for $Z>\tfrac12$, there remain

$$I_0=\int_0^\infty e^{-bu}\left(\frac{2u^4}{3a}+\frac{2u^3}{a^2}+\frac{2u^2}{a^3}\right)du,\qquad I_w=\frac43\int_0^\infty e^{-bu}\left(\frac{u^4}a+\frac{u^3}{a^2}\right)du .$$

The coefficient $\tfrac23$ in $I_0$ is $1-\tfrac13$. Using $\int_0^\infty u^ne^{-bu}du=n!/b^{n+1}$,

$$I_0=\frac{16}{ab^5}+\frac{12}{a^2b^4}+\frac4{a^3b^3},\qquad I_w=\frac{32}{ab^5}+\frac8{a^2b^4}. \tag{6}$$

Multiply both by $a^3b^5$, divide by the common factor 4, and insert $b=a-1$:

$$\langle w\rangle=\frac{8a^2+2ab}{4a^2+3ab+b^2}=\frac{2a(5a-1)}{8a^2-5a+1}=\frac{4Z(10Z-1)}{32Z^2-10Z+1}.$$

Equation (2) then gives

$$\langle E_L\rangle=-Z^2-\frac14+\frac{2Z^2(10Z-1)}{32Z^2-10Z+1}. \tag{7}$$

For large $Z$, division of the polynomials gives $-Z^2+\tfrac58Z-\tfrac{15}{128}+O(1/Z)$. The first two terms are the mean for the product function. Indeed, without the factor $e^u$ the integrals for $\langle1/r_{12}\rangle$ reduce to

$$\left\langle\frac1{r_{12}}\right\rangle=\frac{\int_0^\infty\tfrac5{12}s^4e^{-as}ds}{\int_0^\infty\tfrac4{15}s^5e^{-as}ds}=\frac{5a}{16}=\frac{5Z}8 .$$

The Jastrow factor thus lowers the energy by an amount that tends to the constant $\tfrac{15}{128}$ hartree as $Z$ grows.

For helium, $a=4$ and $b=3$. Equation (6) gives

$$I_0=\frac4{243}+\frac1{108}+\frac1{432}=\frac{109}{3888},\qquad I_w=\frac8{243}+\frac1{162}=\frac{19}{486},$$

so $\langle w\rangle=152/109=1.394495$. Since $Z/2=1$,

$$\langle E_L\rangle=-\frac{17}4+\frac{152}{109}=-\frac{1245}{436}=-2.855505\ \text{hartree},$$

or $-77.70$ eV. The product function gives $-4+1.25=-2.75$ hartree, so the factor $e^{r_{12}/2}$ lowers the energy by 0.1055 hartree. This comparison is with the exponent fixed at $Z$. A product $e^{-\alpha(r_1+r_2)}$ has mean energy $\alpha^2-2Z\alpha+\tfrac58\alpha$, lowest at $\alpha=Z-\tfrac5{16}$. For helium this gives $-(27/16)^2=-2.8477$ hartree, only 0.008 hartree above (7).

Equation (1) has a further consequence. The mean kinetic energy, after integration by parts, is $\langle T\rangle=\tfrac12\langle\sum_i|\nabla_iJ|^2\rangle=-\langle E_L\rangle$. Hence $\langle V\rangle=2\langle E_L\rangle$, which is the virial relation for Coulomb forces. Quadrature gives $2.855505$ and $-5.711009$ hartree for the two parts. If all lengths in $\psi$ are shrunk by a factor $\lambda$, the energy becomes $\lambda^2\langle T\rangle+\lambda\langle V\rangle$, with its minimum at $\lambda=-\langle V\rangle/(2\langle T\rangle)=1$. Uniform scaling cannot improve this function.

For sampling, the gain is in the fluctuations. The standard deviation of $E_L$ is 0.4900 hartree, against 1.0508 hartree for the product function. The number of independent samples needed for a given standard error is proportional to the variance, so it falls by a factor $(1.0508/0.4900)^2\approx4.6$. Moreover, a bounded $E_L$ has finite moments of every order, so the variance estimated from a sample now has a finite variance of its own. A Metropolis run gave a mean of $-2.85620$ hartree with a standard error of 0.00062 hartree, about 1.1 standard errors from (7). The smallest and largest local energies met in the run agree with the bounds (4) to the four decimals printed.

Correct cusps do not by themselves give a good energy. Hartree-Fock theory in the cc-pV5Z basis, which has no electron-electron cusp, gives $-2.8616$ hartree, about 0.006 hartree below our result; a larger basis lowers it by a further 0.00006 hartree, to $-2.8617$. The cusp conditions fix slopes at coalescence; the energy also depends on the wave function elsewhere. One can keep the slope $\tfrac12$ at $r_{12}=0$ and let the correlation term level off, by replacing $r_{12}/2$ in $J$ with

$$\frac{r_{12}}{2(1+\beta r_{12})}.$$

With the best value, $\beta=0.143$ per bohr, the energy falls to $-2.8782$ hartree. A 22-term Hylleraas expansion, in powers of $s$, $t$ and $u$ times an exponential in $s$, gives $-2.9037$ hartree. This is again an upper bound for the same Hamiltonian, without nuclear motion or relativity. The energy from (7) lies 0.048 hartree above it.

## Calculated quantities

```
Nuclear charge Z: 2
Lower bound of E_L: -4.2500 hartree
Upper bound of E_L: -2.2500 hartree
E_L at r1=(0.5,0,0), r2=(0,1,0) bohr: -2.908359 hartree
Triple point, same ray, r1 = 2 r2: E_L = -4.250000 hartree
Triple point, right angle, r1 = r2: E_L = -2.835786 hartree
Triple point, opposite sides, r1 = r2: E_L = -2.250000 hartree
r1 -> 0, r2 = 1 bohr, angle 0 deg: E_L = -4.25000 hartree
r1 -> 0, r2 = 1 bohr, angle 90 deg: E_L = -3.25000 hartree
r1 -> 0, r2 = 1 bohr, angle 180 deg: E_L = -2.25000 hartree
Same limit with repaired p wave, all angles: -3.25000 hartree
r12 -> 0 at 1 bohr from nucleus: E_L = -4.25000 hartree
Integral I0 = 109/3888 = 0.02803498 (atomic units)
Integral Iw = 19/486 = 0.03909465 (atomic units)
Mean of w = 152/109 = 1.394495
Mean E_L, closed form = -1245/436 = -2.855505 hartree
Mean E_L converted: -77.702 eV
Kinetic energy by quadrature: 2.855505 hartree
Potential energy by quadrature: -5.711009 hartree
Sum of the two: -2.855505 hartree
Standard deviation of E_L: 0.4900 hartree
Without r12 factor, mean E_L: -2.750000 hartree
Without r12 factor, standard deviation: 1.0508 hartree
Metropolis walkers: 4000, recorded steps each: 1500
Metropolis acceptance: 0.447
Metropolis mean E_L: -2.85620 hartree
Metropolis standard error: 0.00062 hartree
Metropolis standard deviation of E_L: 0.4900 hartree
Metropolis smallest E_L: -4.2500 hartree
Metropolis largest E_L: -2.2500 hartree
Hartree-Fock, cc-pV5Z: -2.86162 hartree
Saturating Jastrow, best beta: 0.143 1/bohr
Saturating Jastrow, energy: -2.87820 hartree
Hylleraas, 13 terms: -2.90364 hartree
Hylleraas, 22 terms: -2.90371 hartree
Mean E_L above 22-term Hylleraas: 0.04820 hartree
```
